# The Langmuir–McLean Relation for Surface Segregation, at Equilibrium and During Growth: verification in Python

```python
"""
Langmuir-McLean relation for equilibrium exchange of A and B atoms between
surface and bulk sites:
    xs/(1-xs) = K * xb/(1-xb),   K = exp(-E_seg/(kB*T))
xs, xb : mean fractions of A on surface and bulk sites
E_seg  : energy of (A on surface, B in bulk) minus (A in bulk, B on surface)
The law is compared with enumeration, exact sums over occupations, and
minimization of a free energy. Energies in eV, temperatures in K.
"""
from itertools import combinations, product
import numpy as np
from scipy.constants import k, e
from scipy.optimize import minimize_scalar
from scipy.special import gammaln, xlogy

kB = k / e
T = 800.0
eA_surf, eA_bulk, eB_surf, eB_bulk = -3.10, -3.40, -3.00, -3.50
E_seg = (eA_surf + eB_bulk) - (eA_bulk + eB_surf)


def exchange_constant(temp):
    return np.exp(-E_seg / (kB * temp))


def surface_fraction(xb, K):
    return K * xb / (1 - xb + K * xb)


def log_binomial(n, m):
    return gammaln(n + 1) - gammaln(m + 1) - gammaln(n - m + 1)


def exact_occupation(Ns, Nb, M, temp):
    """Mean and variance of the number of surface A atoms, M atoms A in all."""
    n = np.arange(max(0, M - Nb), min(Ns, M) + 1)
    logw = log_binomial(Ns, n) + log_binomial(Nb, M - n) - n * E_seg / (kB * temp)
    w = np.exp(logw - logw.max())
    w /= w.sum()
    mean = np.sum(w * n)
    return mean, np.sum(w * (n - mean) ** 2)


K = exchange_constant(T)
print(f"Site energies A surface, A bulk: {eA_surf:.2f}, {eA_bulk:.2f} eV")
print(f"Site energies B surface, B bulk: {eB_surf:.2f}, {eB_bulk:.2f} eV")
print(f"Segregation energy E_seg: {E_seg:.2f} eV")
print(f"Temperature: {T:.0f} K, kB*T: {kB*T:.5f} eV")
print(f"Exchange constant K: {K:.3f}")

# Enumeration of every arrangement on a small lattice, from site energies
Ns, Nb, M = 4, 6, 4
Z = pairs_AB = pairs_BA = mean_n = 0.0
for sites in combinations(range(Ns + Nb), M):
    a_s = sum(site < Ns for site in sites)
    a_b = M - a_s
    b_s, b_b = Ns - a_s, Nb - a_b
    energy = a_s*eA_surf + a_b*eA_bulk + b_s*eB_surf + b_b*eB_bulk
    weight = np.exp(-(energy + 32.0) / (kB * T))
    Z += weight
    pairs_AB += weight * a_s * b_b
    pairs_BA += weight * b_s * a_b
    mean_n += weight * a_s
mean_n /= Z
ratio_pairs = pairs_AB / pairs_BA
ratio_means = mean_n*(Nb - M + mean_n) / ((Ns - mean_n)*(M - mean_n))
assert abs(ratio_pairs / K - 1) < 1e-9
assert abs(mean_n - exact_occupation(Ns, Nb, M, T)[0]) < 1e-9
assert abs(ratio_means / K - 1) > 0.01
print(f"Small lattice: {Ns} surface sites, {Nb} bulk sites, {M} A atoms")
print(f"  ratio of mean pair numbers: {ratio_pairs:.3f}")
print(f"  ratio built from mean compositions: {ratio_means:.3f}")

# Finite-size error of the law, bulk nine times the surface, 10 % A overall
print("Finite size (Nb = 9 Ns, overall A fraction 0.1):")
for Ns in (10, 100, 1000):
    Nb, M = 9 * Ns, Ns
    mean, var = exact_occupation(Ns, Nb, M, T)
    xs, xb = mean / Ns, (M - mean) / Nb
    K_apparent = xs * (1 - xb) / ((1 - xs) * xb)
    print(f"  Ns = {Ns}: xs = {xs:.4f}, xb = {xb:.4f}, apparent K = {K_apparent:.3f}")
var_gauss = 1 / (1/(Ns*xs*(1-xs)) + 1/(Nb*xb*(1-xb)))
shift = (K - 1) * var_gauss / (Ns * Nb) / ((1 - xs) * xb)
assert abs(var_gauss / var - 1) < 0.02
assert abs((K_apparent - K) / shift - 1) < 0.02
print(f"  Ns = {Ns}: variance exact {var:.2f}, from curvature {var_gauss:.2f}")
print(f"  Ns = {Ns}: K error exact {K_apparent-K:.5f}, predicted {shift:.5f}")

# Explicit surface composition against exact sums with a very large bulk
x_bulk = 0.05
print(f"Surface fraction at bulk fraction {x_bulk:.2f}:")
for temp in (600.0, 800.0, 1000.0):
    Ns, Nb = 50, 200000
    M = round(x_bulk * Nb)
    mean, _ = exact_occupation(Ns, Nb, M, temp)
    K_temp = exchange_constant(temp)
    # remaining difference is the fluctuation term of order 1/Nb
    assert abs(mean/Ns - surface_fraction((M - mean)/Nb, K_temp)) < 1e-4
    print(f"  {temp:.0f} K: K = {K_temp:.3f}, xs = {surface_fraction(x_bulk, K_temp):.4f}")


# Growth: top two layers equilibrate, then the lower one is frozen
def minimize_two_layers(total):
    def free_energy(s):
        b = total - s
        mixing = xlogy(s, s) + xlogy(1-s, 1-s) + xlogy(b, b) + xlogy(1-b, 1-b)
        return s * E_seg / (kB * T) + mixing
    limits = (max(0.0, total - 1), min(1.0, total))
    return minimize_scalar(free_energy, bounds=limits, method="bounded",
                           options={"xatol": 1e-12, "maxiter": 500}).x


def quadratic_root(total):
    B = K * (1 + total) + 1 - total
    return 2 * K * total / (B + np.sqrt(B*B - 4*K*(K - 1)*total))


x0, layers_on, layers_off = 0.05, 200, 150
surface, buried = [0.0], [0.0]
for layer in range(1, layers_on + layers_off + 1):
    total = surface[-1] + (x0 if layer <= layers_on else 0.0)
    s = minimize_two_layers(total)
    assert abs(s - quadratic_root(total)) < 1e-6
    surface.append(s)
    buried.append(total - s)
assert abs(buried[layers_on] - x0) < 1e-6
assert abs(surface[layers_on] - surface_fraction(x0, K)) < 1e-5
R = K / (1 + K)
assert abs(surface[-1] / surface[-2] - R) < 1e-4
print(f"Growth with supplied fraction x0 = {x0:.2f} at {T:.0f} K:")
for layer in (1, 2, 5, 10, 20, 40, layers_on):
    print(f"  layer {layer}: surface {surface[layer]:.4f}, frozen below {buried[layer]:.4f}")
print(f"Supply of A stopped after layer {layers_on}:")
for extra in (1, 10, 20, 50, 100):
    i = layers_on + extra
    print(f"  {extra} layers later: surface {surface[i]:.4f}, frozen below {buried[i]:.4f}")
print(f"Dilute decay factor R: {R:.4f} per layer")
print(f"  last computed ratio: {surface[-1]/surface[-2]:.4f}")
print(f"  dilute decay length: {-1/np.log(R):.2f} layers")

# Interacting surface row (ring) in exchange with a large ideal bulk
w, ring = -0.02, 10
states = np.array(list(product((0, 1), repeat=ring)))
n_A = states.sum(axis=1)
n_AA = (states * np.roll(states, 1, axis=1)).sum(axis=1)


def apparent_energy(xb):
    logw = n_A*np.log(xb/(1 - xb)) - (n_A*E_seg + n_AA*w)/(kB*T)
    weights = np.exp(logw - logw.max())
    odds = np.sum(weights * n_A) / np.sum(weights * (ring - n_A))
    return -kB * T * np.log(odds * (1 - xb) / xb)


assert abs(apparent_energy(1e-6) - E_seg) < 1e-5
assert abs(apparent_energy(1 - 1e-6) - (E_seg + 2*w)) < 1e-5
print(f"Ring of {ring} surface sites, A-A pair energy w = {w:.2f} eV:")
for xb in (1e-6, 0.05, 0.5, 1 - 1e-6):
    print(f"  xb = {xb:.6f}: apparent segregation energy {apparent_energy(xb):.4f} eV")

print("success")
```

It prints:

```
Site energies A surface, A bulk: -3.10, -3.40 eV
Site energies B surface, B bulk: -3.00, -3.50 eV
Segregation energy E_seg: -0.20 eV
Temperature: 800 K, kB*T: 0.06894 eV
Exchange constant K: 18.195
Small lattice: 4 surface sites, 6 bulk sites, 4 A atoms
  ratio of mean pair numbers: 18.195
  ratio built from mean compositions: 32.257
Finite size (Nb = 9 Ns, overall A fraction 0.1):
  Ns = 10: xs = 0.5219, xb = 0.0531, apparent K = 19.455
  Ns = 100: xs = 0.5121, xb = 0.0542, apparent K = 18.312
  Ns = 1000: xs = 0.5112, xb = 0.0543, apparent K = 18.206
  Ns = 1000: variance exact 162.26, from curvature 162.20
  Ns = 1000: K error exact 0.01168, predicted 0.01167
Surface fraction at bulk fraction 0.05:
  600 K: K = 47.855, xs = 0.7158
  800 K: K = 18.195, xs = 0.4892
  1000 K: K = 10.185, xs = 0.3490
Growth with supplied fraction x0 = 0.05 at 800 K:
  layer 1: surface 0.0473, frozen below 0.0027
  layer 2: surface 0.0918, frozen below 0.0055
  layer 5: surface 0.2079, frozen below 0.0142
  layer 10: surface 0.3444, frozen below 0.0281
  layer 20: surface 0.4590, frozen below 0.0446
  layer 40: surface 0.4882, frozen below 0.0498
  layer 200: surface 0.4892, frozen below 0.0500
Supply of A stopped after layer 200:
  1 layers later: surface 0.4467, frozen below 0.0425
  10 layers later: surface 0.2272, frozen below 0.0159
  20 layers later: surface 0.1211, frozen below 0.0075
  50 layers later: surface 0.0223, frozen below 0.0012
  100 layers later: surface 0.0015, frozen below 0.0001
Dilute decay factor R: 0.9479 per layer
  last computed ratio: 0.9479
  dilute decay length: 18.69 layers
Ring of 10 surface sites, A-A pair energy w = -0.02 eV:
  xb = 0.000001: apparent segregation energy -0.2000 eV
  xb = 0.050000: apparent segregation energy -0.2226 eV
  xb = 0.500000: apparent segregation energy -0.2386 eV
  xb = 0.999999: apparent segregation energy -0.2400 eV
success
```
